# Triaxial strain in graphene: pseudomagnetic field and Landau levels: a program that tests the result

```python
"""Strained graphene: pseudomagnetic field and Landau levels.

Result under test: hoppings changed by a strain eps shift the Dirac point of
valley xi = +1, -1 by -xi*A, with
    A = (beta/2a) * (-(eps_xx - eps_yy), 2 eps_xy).
The displacement u = c (2xy, x^2 - y^2) gives the uniform curl F = 4 beta c / a
and levels E_n = hbar v sqrt(2 F n), hbar v = 3 t a / 2.  On a triangular flake
with linearized hoppings that vanish at its edges the exact levels are
    E_n = hbar v sqrt(2 F n) sqrt(1 - n F a^2 / 8), n = 0..M.
Symbols: a bond length, t hopping, beta = -dln(t)/dln(length), c strain
gradient parameter, M size of the triangle.  Internally a = t = 1.
"""
import numpy as np
from scipy import constants
from scipy.linalg import eigh_tridiagonal, svdvals
from scipy.optimize import fsolve
from scipy.signal import find_peaks
from scipy.sparse import csr_matrix

T_EV, A_NM, BETA = 2.7, 0.142, 3.0
HBAR_V = 1.5
S3 = np.sqrt(3.0)
BONDS = np.array([[S3 / 2, 0.5], [-S3 / 2, 0.5], [0.0, -1.0]])
K_POINT = np.array([4 * np.pi / (3 * S3), 0.0])


def displacement(r, c):
    x, y = r
    return c * np.array([2 * x * y, x * x - y * y])


def exponential_hopping(bond, stretch):
    return np.exp(-BETA * (np.linalg.norm(bond + stretch) - 1.0))


def linear_hopping(bond, stretch):
    return 1.0 - BETA * (bond @ stretch)


def dirac_shift(hops, valley):
    """Displacement of the zero of the Bloch sum from valley*K."""
    def bloch_sum(q):
        z = np.sum(hops * np.exp(1j * (BONDS @ (valley * K_POINT + q))))
        return [z.real, z.imag]
    q0 = fsolve(bloch_sum, np.zeros(2), xtol=1e-13)
    assert np.linalg.norm(bloch_sum(q0)) < 1e-11
    return q0


# ---- Dirac point shift for a general uniform strain, both valleys
exx, eyy, exy = 2e-4, -1e-4, 1.5e-4
strain = np.array([[exx, exy], [exy, eyy]])
hops = np.array([exponential_hopping(d, strain @ d) for d in BONDS])
A_formula = BETA / 2 * np.array([-(exx - eyy), 2 * exy])
shifts = {xi: dirac_shift(hops, xi) for xi in (1, -1)}
for xi in (1, -1):
    # remaining difference is of second order in the strain
    error = np.linalg.norm(shifts[xi] + xi * A_formula)
    assert error < 5e-3 * np.linalg.norm(A_formula)


# ---- curl of the numerically located Dirac points under triaxial strain
def local_potential(r, c, valley):
    local = [exponential_hopping(
        d, displacement(r + d / 2, c) - displacement(r - d / 2, c))
        for d in BONDS]
    return -dirac_shift(np.array(local), valley)


c_small, h = 1e-5, 5.0
ex, ey = np.array([h, 0.0]), np.array([0.0, h])
curl_ratios = {1: [], -1: []}
for point in ([0.0, 0.0], [12.0, -7.0], [-9.0, 15.0]):
    p = np.array(point)
    for xi in (1, -1):
        dAy = (local_potential(p + ex, c_small, xi)[1]
               - local_potential(p - ex, c_small, xi)[1])
        dAx = (local_potential(p + ey, c_small, xi)[0]
               - local_potential(p - ey, c_small, xi)[0])
        ratio = (dAy - dAx) / (2 * h) / (4 * BETA * c_small)
        curl_ratios[xi].append(ratio)
        assert abs(ratio - xi) < 5e-3


# ---- real-space flakes
def build_flake(inside, c, law, size=70):
    """Matrix of hoppings between A sites (rows) and B sites (columns)."""
    step1, step2 = BONDS[0] - BONDS[2], BONDS[1] - BONDS[2]
    a_index, b_index, a_pos = {}, {}, []
    for i in range(-size, size + 1):
        for j in range(-size, size + 1):
            r = i * step1 + j * step2
            if inside(r):
                a_index[i, j] = len(a_index)
                a_pos.append(r)
            if inside(r + BONDS[2]):
                b_index[i, j] = len(b_index)
    rows, cols, values = [], [], []
    for (i, j), row in a_index.items():
        r = a_pos[row]
        for d, cell in zip(BONDS, ((i + 1, j), (i, j + 1), (i, j))):
            if cell in b_index:
                stretch = displacement(r + d, c) - displacement(r, c)
                rows.append(row)
                cols.append(b_index[cell])
                values.append(law(d, stretch))
    shape = (len(a_index), len(b_index))
    return csr_matrix((values, (rows, cols)), shape=shape), a_index[0, 0]


# ---- triangular flake: full diagonalization against the exact law
M = 60
c_tri = 1.0 / (BETA * (M + 1))
edge_distance = 1.0 / (2 * BETA * c_tri)
Q_tri, _ = build_flake(lambda r: np.max(BONDS @ r) < edge_distance - 1e-9,
                       c_tri, linear_hopping)
n_a, n_b = Q_tri.shape
energies = np.sort(svdvals(Q_tri.toarray()))
F_tri = 4 * BETA * c_tri
n_all = np.arange(1, M + 1)
landau_tri = HBAR_V * np.sqrt(2 * F_tri * n_all)
exact_tri = landau_tri * np.sqrt(1 - n_all * F_tri / 8)
clusters = np.split(energies, np.where(np.diff(energies) > 1e-6)[0] + 1)
assert len(clusters) == M
degeneracy = np.array([len(g) for g in clusters])
level_tri = np.array([g.mean() for g in clusters])
assert np.array_equal(degeneracy, M + 1 - n_all)
assert np.max(np.abs(level_tri - exact_tri)) < 1e-9
assert max(np.ptp(g) for g in clusters) < 1e-9
# no zero singular value: all zero modes are the surplus A states
assert energies[0] > 0.1 and n_a - n_b == M + 1


# ---- round flake, exponential hoppings, spectrum seen by the central A atom
def local_spectrum(Q, site, steps):
    """Lanczos recursion for Q Q^T; returns energies and weights at site."""
    square = (Q @ Q.T).tocsr()
    basis = np.zeros((steps, Q.shape[0]))
    diag, off = np.zeros(steps), np.zeros(steps)
    v = np.zeros(Q.shape[0])
    v[site] = 1.0
    for k in range(steps):
        basis[k] = v
        w = square @ v
        diag[k] = v @ w
        for _ in range(2):
            w = w - basis[:k + 1].T @ (basis[:k + 1] @ w)
        off[k] = np.linalg.norm(w)
        assert off[k] > 1e-8
        v = w / off[k]
    values, vectors = eigh_tridiagonal(diag, off[:-1])
    return np.sqrt(np.clip(values, 0, None)), vectors[0] ** 2


radius, mag_length = 65.0, 10.0
F_round = 1 / mag_length ** 2
c_round = F_round / (4 * BETA)
Q_round, centre = build_flake(lambda r: r @ r < radius ** 2,
                              c_round, exponential_hopping)
node_energy, node_weight = local_spectrum(Q_round, centre, 400)
sigma = 0.008
grid = np.arange(0.05, 0.6, 0.0002)
ldos = np.exp(-(grid[:, None] - node_energy) ** 2 / (2 * sigma ** 2)) @ node_weight
peak_index, _ = find_peaks(ldos, height=0.2 * ldos.max())
peaks = grid[peak_index[:3]]
landau_round = HBAR_V * np.sqrt(2 * F_round * np.arange(1, 4))
assert len(peaks) == 3
# 3 percent allows for strain beyond first order and the finite broadening
assert np.max(np.abs(peaks / landau_round - 1)) < 0.03
zero_weight = node_weight[node_energy < 0.5 * peaks[0]].sum()
zero_weight_formula = 2 * F_round / (2 * np.pi) * (3 * S3 / 2)
# 10 percent allows for lattice and higher strain corrections
assert abs(zero_weight / zero_weight_formula - 1) < 0.10

# ---- printed numbers
flux_unit = constants.hbar / constants.e * 1e18  # T nm^2
velocity = HBAR_V * T_EV * constants.e * A_NM * 1e-9 / constants.hbar
print(f"hopping t = {T_EV} eV, bond length a = {A_NM} nm, beta = {BETA}")
print(f"hbar v = {HBAR_V * T_EV * A_NM:.4f} eV nm, v = {velocity:.3e} m/s")
print(f"uniform strain test: exx={exx:.1e}, eyy={eyy:.1e}, exy={exy:.1e}")
print(f"A formula (1/a): {A_formula[0]:.4e}, {A_formula[1]:.4e}")
for xi in (1, -1):
    print(f"Dirac shift, valley {xi:+d} (1/a): "
          f"{shifts[xi][0]:.4e}, {shifts[xi][1]:.4e}")
for xi in (1, -1):
    print(f"curl/(4 beta c/a) at 3 points, valley {xi:+d}: "
          + ", ".join(f"{x:.5f}" for x in curl_ratios[xi]))
print(f"TRIANGLE M = {M}: A sites {n_a}, B sites {n_b}, zero modes {n_a - n_b}")
print(f"c = {c_tri / A_NM:.5f} 1/nm, centre-to-edge {edge_distance * A_NM:.3f} nm")
print(f"hopping range: {Q_tri.data.min():.4f} t to {Q_tri.data.max():.4f} t")
print(f"pseudomagnetic field = {flux_unit * F_tri / A_NM ** 2:.1f} T")
print("n, degeneracy, diagonalized (eV), exact law (eV), sqrt law (eV)")
for n in (1, 2, 3, 4, 5, 10, 60):
    k = n - 1
    print(f"{n:2d} {degeneracy[k]:3d} {level_tri[k] * T_EV:.5f} "
          f"{exact_tri[k] * T_EV:.5f} {landau_tri[k] * T_EV:.5f}")
print(f"largest |diagonalized - exact| = "
      f"{np.max(np.abs(level_tri - exact_tri)) * T_EV:.1e} eV")
print(f"ROUND FLAKE: {sum(Q_round.shape)} sites, radius {radius * A_NM:.2f} nm")
print(f"magnetic length = {mag_length * A_NM:.3f} nm, "
      f"c = {c_round / A_NM:.6f} 1/nm")
print(f"largest principal strain at the edge = {2 * c_round * radius:.4f}")
print(f"pseudomagnetic field = {flux_unit * F_round / A_NM ** 2:.1f} T")
print(f"Gaussian broadening = {sigma * T_EV:.4f} eV")
print("n, peak (eV), sqrt law (eV), peak/sqrt law, peak/first peak, sqrt(n)")
for n in (1, 2, 3):
    p, q = peaks[n - 1], landau_round[n - 1]
    print(f"{n} {p * T_EV:.4f} {q * T_EV:.4f} {p / q:.4f} "
          f"{p / peaks[0]:.4f} {np.sqrt(n):.4f}")
print(f"zero-level weight on central A atom: {zero_weight:.5f}")
print(f"two-valley continuum weight: {zero_weight_formula:.5f}")
print("success")
```

Output:

```
hopping t = 2.7 eV, bond length a = 0.142 nm, beta = 3.0
hbar v = 0.5751 eV nm, v = 8.737e+05 m/s
uniform strain test: exx=2.0e-04, eyy=-1.0e-04, exy=1.5e-04
A formula (1/a): -4.5000e-04, 4.5000e-04
Dirac shift, valley +1 (1/a): 4.5000e-04, -4.4956e-04
Dirac shift, valley -1 (1/a): -4.5000e-04, 4.4956e-04
curl/(4 beta c/a) at 3 points, valley +1: 1.00000, 1.00000, 1.00000
curl/(4 beta c/a) at 3 points, valley -1: -1.00000, -1.00000, -1.00000
TRIANGLE M = 60: A sites 1891, B sites 1830, zero modes 61
c = 0.03848 1/nm, centre-to-edge 4.331 nm
hopping range: 0.0492 t to 2.9508 t
pseudomagnetic field = 2140.5 T
n, degeneracy, diagonalized (eV), exact law (eV), sqrt law (eV)
 1  60 1.46066 1.46066 1.46668
 2  59 2.05713 2.05713 2.07420
 3  58 2.50893 2.50893 2.54036
 4  57 2.88487 2.88487 2.93336
 5  56 3.21169 3.21169 3.27959
10  51 4.44390 4.44390 4.63805
60   1 8.09891 8.09891 11.36085
largest |diagonalized - exact| = 2.3e-14 eV
ROUND FLAKE: 10218 sites, radius 9.23 nm
magnetic length = 1.420 nm, c = 0.005869 1/nm
largest principal strain at the edge = 0.1083
pseudomagnetic field = 326.4 T
Gaussian broadening = 0.0216 eV
n, peak (eV), sqrt law (eV), peak/sqrt law, peak/first peak, sqrt(n)
1 0.5751 0.5728 1.0041 1.0000 1.0000
2 0.8154 0.8100 1.0067 1.4178 1.4142
3 1.0033 0.9920 1.0114 1.7446 1.7321
zero-level weight on central A atom: 0.00834
two-valley continuum weight: 0.00827
success
```
